# Estimating the saturation current of a metallic carbon nanotube

## Problem

A metallic carbon nanotube lies on a substrate between two metal contacts. It is 2000 nm long and carries 5.0 V. Two of its subbands cross the Fermi level, and near the crossings their energy is linear in wavevector. An electron can reverse its direction by emitting an optical phonon of energy \(\Omega=0.16\) eV, and it does so as soon as an empty final state is available.

(a) Estimate the current at which the tube saturates.

(b) Emission really takes a finite distance, roughly \(l=15\) nm. Find how this changes the answer.

(c) Estimate the effects of elastic scattering, with a mean free path of roughly \(l_e=1000\) nm, and of warm phonons. The substrate removes roughly 0.15 W per metre of tube and per kelvin.

## Solution

### Conventions

Let \(F\) be the magnitude of the field, taken as uniform, and let electrons be pushed to the right. Current is counted positive along their motion, \(e\) is positive, and \(h\) is Planck's constant. Right movers are filled up to \(\mu_R\) and left movers up to \(\mu_L\); the difference \(\delta=\mu_R-\mu_L\) is called the window. Energies are measured from the crossing of the subbands.

### (a) The current carried by a window

One branch of one subband, with one spin, has \(dk/2\pi\) states per unit length in the interval \(dk\). Since \(dE=\hbar v\,dk\), this equals \(dE/(hv)\). Each electron carries the current \(ev\), so the velocity cancels:

\[
dI=ev\,\frac{dE}{hv}=\frac{e}{h}\,dE .
\]

Below \(\mu_L\) the right and left movers cancel. Inside the window only right movers remain. Two subbands and two spins give four channels, hence

\[
I=\frac{4e}{h}\,\delta .
\]

The field raises \(\mu_R\) and lowers \(\mu_L\). A right mover at the top of its distribution can emit a phonon and turn back only if the left-moving state lower by \(\Omega\) is empty. That first happens when \(\mu_R-\Omega=\mu_L\), which is \(\delta=\Omega\). Immediate emission prevents the window from growing further. The saturation current is therefore

\[
I_0=\frac{4e}{h}\,\Omega=\frac{4e^2}{h}\,\frac{\Omega}{e}
=(154.96\ \mu\text{S})(0.16\ \text{V})=24.8\ \mu\text{A}.
\]

The condition concerns the distance in energy between a filled and an empty state. It is not enough that one electron has gained 0.16 eV since its last collision, because the state it would enter may be occupied.

The count of four channels can be compared with a real band structure. For a (15,15) tube, 2.03 nm in diameter, the current was summed numerically over all the nearest-neighbour \(\pi\) bands, with a hopping energy of 2.7 eV and a window of 0.16 eV. The sum is 24.78 μA; exactly two modes per spin cross the window, and the small difference from 24.79 μA comes from the wavevector mesh. The next subband begins at 0.561 eV, far above the filling level \(\mu_R=\Omega/2=0.080\) eV.

### The same result from two balances

In a field, every wavevector changes at the rate \(dk/dt=eF/\hbar\). Each channel therefore loses left movers and gains right movers at the rate \((1/2\pi)(eF/\hbar)=eF/h\) per unit length. For four channels the rate is

\[
G=\frac{4eF}{h}.
\]

In the steady state each of these electrons must be turned back. If each return emits one phonon, and no other process exchanges energy, the phonons receive the power \(G\Omega\) per unit length. The field supplies \(IF\). Thus

\[
IF=\frac{4eF}{h}\,\Omega
\quad\Longrightarrow\quad
I=\frac{4e}{h}\,\Omega .
\]

The field cancels, which is why the current saturates. A larger field turns over more electrons per second and emits more phonons, but the current stays the same.

This argument describes the interior of a long tube. In the example \(eF=2.5\) meV/nm (a field of 0.025 MV/cm), so an electron gains 0.16 eV in

\[
\frac{\Omega}{eF}=\frac{160\ \text{meV}}{2.5\ \text{meV/nm}}=64\ \text{nm},
\]

about one thirtieth of the length. In the opposite limit, a tube so short that electrons cross it without scattering, ideal contacts fix the window at \(eV\). Then \(I=4e^2V/h\), which exceeds \(I_0\) once \(V>0.16\) V, and there is no saturation of this kind.

### (b) Emission over a finite distance

Let \(f_R(E)\) and \(f_L(E)\) be the occupations of the two branches. A right mover emits at the rate \(v/l\) if its final state is empty. With backward emission from right to left as the only collision, the steady Boltzmann equations, divided by \(v\), are

\[
eF f_R'(E)=-\frac{1}{l}f_R(E)\,[1-f_L(E-\Omega)],
\]

\[
-eF f_L'(E)=\frac{1}{l}f_R(E+\Omega)\,[1-f_L(E)].
\]

The signs on the left differ because the field raises the energy of right movers and lowers that of left movers. Define \(g(E)=1-f_L(E-\Omega)\), the chance that the final state is empty. Evaluating the second equation at \(E-\Omega\) gives

\[
eF g'(E)=-eF f_L'(E-\Omega)=\frac{1}{l}f_R(E)g(E).
\]

The first equation reads \(eFf_R'=-f_Rg/l\). Adding the two gives \((f_R+g)'=0\). Far below the filling levels \(f_R=1\) and \(g=0\), so \(g=1-f_R\) at every energy. With \(w=eFl\),

\[
\frac{f_R'}{f_R(1-f_R)}=-\frac{1}{w}
\quad\Longrightarrow\quad
f_R(E)=\frac{1}{1+e^{(E-\mu_R)/w}} .
\]

The relation \(g=1-f_R\) also means \(f_L(E-\Omega)=f_R(E)\). Both branches have the Fermi shape, with \(w\) in place of the thermal energy, and they are displaced by \(\Omega\). The area between them is \(\Omega\), so the current is still \(I_0\). A finite emission length blurs the filling edges without changing the current, as long as the omitted processes are weak.

One omitted process is emission by left movers into empty right-moving states. With the distributions just found, its rate relative to right-to-left emission is

\[
r=\frac{1}{w}\int f_R(E+2\Omega)[1-f_R(E)]\,dE
=\frac{2\Omega/w}{e^{2\Omega/w}-1}.
\]

Both kinds of emission release energy, but they change the direction in opposite senses. If their rates are \(P\) and \(rP\), the balances become \(G=P(1-r)\) and \(IF=\Omega P(1+r)\). Division gives \(I/I_0=(1+r)/(1-r)\), which is greater than one.

Here \(w=(2.5)(15)=37.5\) meV, so \(2\Omega/w=8.53\), \(r\approx0.0017\), and the current rises by about 0.3%. A numerical solution of the Boltzmann equation on an energy grid, including both directions of emission, gives 24.85 μA (24.86 μA in the limit of a small energy step, a rise of 0.26%). At twice the field it gives 26.6 μA (26.7 μA in that limit), 7 to 8% above \(I_0\). The formula for \(r\), which uses the undisturbed distributions, would predict 13% there and is no longer accurate. The saturation is flat only while \(eFl\ll\Omega\).

Emission without a change of direction is also possible. It returns no electron but removes energy, so it raises the current. It needs an empty state lower by \(\Omega\) in the same branch, and sharp filling edges leave almost none. If its length is also set to 15 nm, as a trial value, the numerical current with cold phonons is 26.0 μA.

### (c) Elastic scattering

An elastic collision turns an electron back without removing energy. Only the window contributes to the net rate. There are \(4/(hv)\) states per unit energy and length, and each scatters at the rate \(v/l_e\), so the net rate per unit length is

\[
S=\frac{4}{h}\,\frac{\delta}{l_e}.
\]

Phonon emission now has to return only \(G-S\) electrons. The energy balance \(IF=\Omega(G-S)\), divided by \(I_0F=\Omega G\), becomes

\[
\frac{\delta}{\Omega}=1-\frac{S}{G}=1-\frac{\delta}{eFl_e}
\quad\Longrightarrow\quad
\delta=\frac{\Omega}{1+\Omega/(eFl_e)} .
\]

For the example, \(\Omega/(eFl_e)=64/1000=0.064\), and the current is \(24.79/1.064=23.3\) μA. The full numerical solution with \(l=15\) nm gives 23.4 μA.

The result can be written as a resistance. Take the reciprocal of \(\delta\), put \(F=V/L\), and multiply by \(hV/(4e)\):

\[
\frac{V}{I}=\frac{h}{4e^2}\frac{L}{l_e}+\frac{V}{I_0}.
\]

The first term, 12.9 kΩ, is the resistance of the tube at low field when elastic collisions dominate. The second grows with voltage and produces the saturation. The formula is for cold phonons: at 1 V it gives 18.8 μA, while with all processes at 300 K the current is about 17.1 μA. Ideal contacts would add \(h/4e^2=6.45\) kΩ to this low-field resistance. At \(I_0\) they take 0.16 V, or 3.2% of the applied voltage.

### (c) Warm phonons

Let \(N\) be the mean number of phonons per mode. A right mover can now turn back by absorbing a phonon. It needs an empty left-moving state higher by \(\Omega\), so its energy must lie between \(\mu_L-\Omega\) and \(\mu_R\), a range of \(\delta+\Omega\). The absorption rate per unit length is

\[
A=\frac{4N}{hl}(\delta+\Omega).
\]

If \(P\) is the rate of backward emission, the balances are \(P+A=G\) and \(IF=\Omega(P-A)\). Eliminating \(P\) gives \(IF=\Omega(G-2A)\). With \(y=\delta/\Omega=I/I_0\) and \(a=2N\Omega/(eFl)\),

\[
y=1-\frac{2A}{G}=1-a(1+y)
\quad\Longrightarrow\quad
y=\frac{1-a}{1+a}.
\]

Each absorption counts twice: it returns an electron that would otherwise have emitted a phonon, and it gives energy back to the electrons. The derivation assumes sharp filling edges and \(a\ll1\). It also omits emission by left movers that absorption has raised, into the right-moving states that absorption has emptied; relative to \(A\) this is of order \(a\Omega/(eFl)\), which must be small as well. Small \(N\) alone is not enough, because \(a\) also grows as the field falls.

At 300 K, \(N=0.00206\) and \(a=0.0175\), so \(y=0.966\). The numerical ratio of the warm to the cold current is 0.974. The difference, 0.008, is about a quarter of the predicted reduction. That is close to the factor \(eFl/\Omega=0.23\) that measures the blurring of the edges. At fixed \(a\) the fraction falls to 0.15 when \(l\) is halved but only to 0.13 when it is quartered, so sharper edges alone do not make the formula exact.

The tube does not stay at 300 K. At \(I_0\) it would release \(IF=62\) W/m, and its temperature would rise by \(62.0/0.15=413\) K. But heating lowers the current, so temperature and current must be found together. The numerical solution, with elastic scattering and forward emission included and all phonons at one temperature, settles at 574 K. There \(N=0.041\), the heat is 41 W/m, and the current is 16.4 μA.

### Cases compared

All numerical cases use \(l=15\) nm. The finite energy step makes some entries too low. In the limit of a small step the three cases with forward emission rise by about 0.12 μA (to 26.1, 24.4 and 16.5 μA, the last at 575 K), and the case at 0.050 MV/cm rises to 26.7 μA. The field is 0.025 MV/cm except where stated.

| Case | Current (μA) |
|---|---:|
| Ideal estimate \(I_0\) | 24.8 |
| Cold phonons, backward emission | 24.9 |
| The same at 0.050 MV/cm | 26.6 |
| Cold, with elastic scattering | 23.4 |
| Cold, with forward emission | 26.0 |
| Backward emission, phonons at 300 K | 24.2 |
| All these processes, 300 K | 24.3 |
| All these processes, self-heated to 574 K | 16.4 |

At 300 K the corrections partly cancel, so the close agreement with \(I_0\) does not show that each one is negligible. Between the last two rows only the phonon temperature changes, and the current falls by about a third.

### The estimate and a real tube

Micrometre-long metallic tubes on a substrate carry roughly 20 to 25 μA near saturation, so the ideal estimate has the right size. The self-heated result lies below that range. It depends on rough values of the emission length and the heat conductance: \(l=10\) and 30 nm give about 14 and 21 μA, and conductances of 0.10 and 0.25 W/(m K) give about 14 and 19 μA. It should be read as a measure of sensitivity rather than a prediction. The length of 15 nm is itself an effective value fitted to high-field data. Calculated electron–phonon couplings give a spontaneous emission length several times longer for a tube this wide, and the short fitted values are usually ascribed to hot optical phonons. With \(l=65\) nm, \(eFl\approx\Omega\), and backward emission with elastic scattering at 300 K gives about 33 μA, outside the flat regime. The model also gives the optical phonons the temperature of the lattice and ignores variations of field and temperature along the tube.

The phonon energy matters in direct proportion. Optical phonons of graphene-like carbon extend to about 0.20 eV, and using that value would give 31 μA. Spread over the full disc of a tube 2.03 nm in diameter, \(I_0\) corresponds to \(7.6\times10^8\) A/cm². This density belongs to one tube of that size; a bundle of such tubes carries less per unit area if it has gaps, semiconducting tubes or poor contacts. For an interconnect, \(I_0\) is thus a useful first estimate of the current at which each metallic tube saturates, provided that its heat can escape and that the distance \(\Omega/(eF)\), here 64 nm, is long compared with the emission length but short compared with both the tube and the elastic mean free path. At low voltage this distance is too long, and the tube carries less than \(I_0\). In a short tube at high field it is too short, and the tube can carry more.
